# Why dH/dk Does Not Give Every Tight-Binding Optical Element

Take a one-dimensional crystal with period 0.50 nm and potential $-V\cos(2\pi x/0.50\,\mathrm{nm})$, $V=12$ eV. Solved in plane waves, its two lowest bands are joined by a momentum matrix element which, multiplied by $\hbar/m$, has a root-mean-square size of 0.620 eV nm over the Brillouin zone. Now build from the same bands an s-like and a p-like Wannier orbital per well, write the two-band Hamiltonian $H(k)$ in them, and take $\partial H/\partial k$ as the optical element. The rms error is 100% of the true element. The energies are those of the crystal, yet the optical coupling is missing.

## What the belief gets right

The belief is that $\partial H/\partial k$ supplies all optical matrix elements of a tight-binding model. It is tempting because it needs no input beyond $H(k)$, and because it is right for band velocities. If $|n\rangle$ is a normalized eigenvector of $H(k)$ with a non-degenerate energy $E_n$, then

$$\frac{\partial E_n}{\partial k}=\langle n|\frac{\partial H}{\partial k}|n\rangle ,$$

since the terms containing $\partial|n\rangle/\partial k$ add up to $E_n\,\partial\langle n|n\rangle/\partial k=0$. Light, however, also needs elements between different bands, and these depend on where the charge sits inside the cell.

Let the electron have charge $-e$ and let the basis be orthonormal. Orbital $\alpha$ in cell $R$ is centred at $R+\tau_\alpha$. Besides this centre, the position operator has intra-atomic elements $D_{\beta\alpha}$, such as the dipole between s and p on one atom:

$$x|R\alpha\rangle=(R+\tau_\alpha)|R\alpha\rangle+\sum_\beta D_{\beta\alpha}|R\beta\rangle .$$

Dipoles between different atoms are left out for now. Expand a state in Bloch sums $\sum_R e^{ik(R+\tau_\alpha)}|R\alpha\rangle$ with amplitudes $f_\alpha(k)$. The factor $R+\tau_\alpha$ equals $-i\partial_k$ acting on the phase, and an integration by parts moves the derivative to $f_\alpha$ with the opposite sign. The position operator is therefore

$$X=i\partial_k+D .$$

The Heisenberg equation gives the velocity, $J\equiv\hbar v=i[H,X]$. For the derivative part,

$$[H,i\partial_k]f=iH\,\partial_kf-i\,\partial_k(Hf)=-i(\partial_kH)f ,$$

and hence

$$J=\partial_kH+i[H,D]. \qquad (1)$$

The second term has interband elements $i(E_c-E_v)D_{cv}$ and no diagonal ones, which is why band velocities never reveal its absence. In the limit of separated atoms $\partial_kH$ vanishes, but an s-to-p transition keeps $J=i(E_p-E_s)d$, where $d=\langle s|x|p_x\rangle$. The 12 eV crystal is close to this limit.

Its Wannier orbitals are built here by projecting an even and an odd Gaussian trial function of width $w=0.08$ nm, $e^{-x^2/2w^2}$ and $(x/w)e^{-x^2/2w^2}$ as written, onto the two bands and orthonormalizing symmetrically. The errors quoted below depend on this choice: normalizing the two trial functions first gives 2.4% instead of 2.7% at 12 eV, and 132% and 53% instead of 138% and 62% at 4 eV. Adding their on-site dipole, 0.0608 nm, reduces the rms error from 100% to 2.7%. The remainder comes from dipoles between different cells. With these included, $D$ becomes the $k$-dependent matrix $\sum_R e^{ikR}\langle 0\alpha|x|R\beta\rangle$ (both orbitals are centred on the well, so $\tau_\alpha=0$), and (1) reproduces the momentum element to numerical accuracy.

A shallower potential, $V=4$ eV, is a warning. With the same trial functions, $\partial_kH$ has an rms error of 138%, worse than setting the element to zero, and the on-site dipole lowers it only to 62%. This error belongs to the choice of orbitals, not to the bands. In one dimension the position operator restricted to the two bands can be diagonalized, and its eigenstates are localized orbitals, two per cell, on either side of the well centre. Their sum and difference are again s-like and p-like but have no dipoles between cells, so for them the on-site dipole is exact. In three dimensions the restricted coordinates generally do not commute, and no such choice serves all directions. Whether on-site dipoles suffice must therefore be checked for the orbitals actually used.

## Where gauge invariance is lost

A possible objection to intra-atomic dipoles is that they break gauge invariance. Whether they do depends on how they are added.

A uniform vector potential enters the microscopic kinetic energy as $(p+eA)^2/2m$. With $a=eA/\hbar$ this equals $e^{-iax}(p^2/2m)e^{iax}$. The corresponding coupling in the model replaces $x$ by $X$. For constant $D$, the operator $e^{-ia(i\partial_k)}=e^{a\partial_k}$ shifts $k$ by $a$, and it commutes with $D$, so

$$H_a(k)=e^{-iaD}H(k+a)e^{iaD}. \qquad (2)$$

The first derivative at $a=0$ is $\partial_kH-i[D,H]$, which is $J$ in (1). Applying the operation $\partial_k-i[D,\cdot\,]$ once more gives the quadratic coupling

$$K=\partial_k^2H-2i[D,\partial_kH]-[D,[D,H]]. \qquad (3)$$

Now fill the valence bands $v$ and leave the conduction bands $c$ empty. To second order in $a$, perturbation theory gives a valence energy at fixed $k$ whose second derivative is

$$\sum_vK_{vv}-2\sum_{vc}\frac{|J_{cv}|^2}{E_c-E_v}=\frac{\partial^2}{\partial k^2}\sum_vE_v . \qquad (4)$$

Terms between two valence bands cancel in pairs, because their denominators have opposite signs. The right side follows from (2): $H_a(k)$ and $H(k+a)$ differ by a unitary transformation and have the same energies. The filled-band energy is periodic in $k$, so the zone average of its second derivative is zero. A static uniform $A$, which carries no electric field, then has no effect, as gauge invariance demands.

The ad hoc recipe puts the dipoles into $J$ but keeps the old $\partial_k^2H$ in place of $K$. The cancellation fails. Measure both parts as electrons per cell, counting two spins:

$$N_{\rm dia}=\frac{2m}{\hbar^2}\Big\langle\sum_vK_{vv}\Big\rangle,\qquad N_{\rm para}=\frac{4m}{\hbar^2}\Big\langle\sum_{vc}\frac{|J_{cv}|^2}{E_c-E_v}\Big\rangle ,$$

with angle brackets for the zone average. If $W=N_{\rm dia}-N_{\rm para}$ is not zero, the energy per cell contains $We^2A^2/2m$, and the current density is $-We^2A/(m\Omega)$ for cell volume $\Omega$. For time dependence $e^{-i\omega t}$ we have $A=E/(i\omega)$, so the permittivity acquires

$$\Delta\varepsilon=-\frac{e^2W}{\varepsilon_0m\Omega\,\omega^2}. \qquad (5)$$

This is the response of free carriers, in a crystal that has none.

## A germanium-like crystal

Consider the diamond lattice with one s and three p orbitals per atom and nearest-neighbour hopping. The parameters are rough values in the regime of germanium: lattice constant 0.566 nm, bond length $b=0.2451$ nm, $E_s=-7.6$ eV, $E_p=0$, $V_{ss}=-1.7$ eV, $V_{sp}=2.3$ eV, $V_{pp\sigma}=3.8$ eV and $V_{pp\pi}=-1.3$ eV. The dipole $d=0.0719$ nm is that of the 4s and 4p orbitals of the free Ge atom, from spherically averaged restricted Hartree–Fock in the def2-TZVP basis; other common basis sets give 0.0711 to 0.0722 nm.

At the zone centre the direct gap can be treated by hand. For light along $x$, the states are

$$|c\rangle=\frac{s_A-s_B}{\sqrt2},\qquad |v\rangle=\frac{x_A-x_B}{\sqrt2},$$

where $x_A$ is the $p_x$ orbital on atom A. Their energies are $E_c=E_s-4V_{ss}=-0.8$ eV and $E_v=E_p-\tfrac43(V_{pp\sigma}+2V_{pp\pi})=-1.6$ eV, a gap of 0.8 eV.

The hopping from $x_B$ to $s_A$ is $V_{sp}\sum_l(l_x/b)e^{i\mathbf k\cdot\mathbf l}$, summed over the four bonds $\mathbf l$ from A to B. Since $\sum_l l_x^2=4b^2/3$, its derivative at $k=0$ is $\tfrac43ibV_{sp}$. The element from $x_A$ to $s_B$ has the same derivative, because both the bond direction and the sign of the phase are reversed. The minus signs in $|c\rangle$ and $|v\rangle$ give $\langle c|\partial_kH|v\rangle=-\tfrac43ibV_{sp}$. The two atomic dipoles add with positive sign, $D_{cv}=d$. Hence

$$J_{cv}=-i\left[\tfrac43bV_{sp}-(E_c-E_v)d\right]. \qquad (6)$$

The first part is $\tfrac43\times0.2451\times2.3=0.752$ eV nm and the second $0.8\times0.0719=0.058$ eV nm. They oppose each other, leaving 0.694 eV nm and a transition strength 15% below that of $\partial_kH$ alone.

The correction in (6) is small because the gap is small. The transition from the lowest s band to the upper p level, 16 eV above it, has the same two terms. Now $16\times0.0719=1.15$ eV nm exceeds the hopping part, and the element changes sign, with magnitude 0.399 eV nm.

Energy alone does not set the size of the correction. The p-to-p transitions at the zone centre, at 3.2 eV, have none, because $D$ has no elements between p orbitals. Over the whole zone the correction grows with energy unevenly, with a plateau between 3 and 12 eV. On a shifted mesh of $24^3$ points, the summed strength with dipoles, relative to that without, is 0.71 for transitions of 1–3 eV and between 0.65 and 0.66 in the windows 3–5, 5–8 and 8–12 eV. Above 12 eV, where nearly half of the strength without dipoles lies, it falls to 0.30 for 12–16 eV and to 0.085 beyond 16 eV. The bands are the same in both cases.

The static permittivity follows from $|X_{cv}|=|J_{cv}|/(E_c-E_v)$,

$$\varepsilon=1+\frac{4e^2}{\varepsilon_0\Omega}\Big\langle\sum_{vc}\frac{|J_{cv}|^2}{(E_c-E_v)^3}\Big\rangle ,$$

and drops from 10.0 to 7.0 when the dipoles are included.

The electron numbers show the cost of the ad hoc recipe. With $\partial_kH$ and $\partial_k^2H$, both $N_{\rm dia}$ and $N_{\rm para}$ are 10.42. With (1) and (3), both are 5.48. In each consistent pair the difference is about $10^{-6}$ electrons per cell. Mixing them gives

$$W=10.42-5.48=4.94 .$$

By (5), with $\Omega=0.566^3/4=0.0453$ nm³, the false term at a photon energy of 0.5 eV is $\Delta\varepsilon=-601$. An insulator illuminated below its gap would reflect like a metal.

## What remains of the objection

For one field direction, $D_x$ is diagonal in the hybrids $(s\pm p_x)/\sqrt2$, whose centres lie at $\pm d$ from the nucleus. Equation (2) then amounts to ordinary Peierls phases between displaced centres. This also exposes an ambiguity in the original belief: "$\partial H/\partial k$" depends on which points are taken as the orbital centres.

In three dimensions no set of hybrids serves all directions. On one atom, $D_xD_y$ takes $p_y$ through s to $p_x$ with factor $d^2$, while $D_yD_x$ gives zero on $p_y$. Thus

$$[D_x,D_y]=d^2\left(|p_x\rangle\langle p_y|-|p_y\rangle\langle p_x|\right),$$

whereas true coordinates commute. The fault lies in truncating the basis. A gauge function such as $xy$ no longer has a unique operator, so magnetic fields and strong rotating fields have no unique Peierls form with these dipoles. Position operators that are all diagonal in one fixed basis avoid this, but they cannot reproduce the free-atom dipoles. If that basis is the s and p orbitals, the atomic transitions are lost. If it is the four $sp^3$ hybrids, the s-to-p dipole can be kept, but dipoles between different p orbitals appear, which a free atom does not have.

For weak light the ambiguity is small. Even a field of 1 MV/cm at 0.5 eV, reached only in intense laser pulses, has $a=eE/\hbar\omega=0.2$ nm⁻¹. Four field kicks, along $x$ and $y$ and then back, should restore every state, but in the truncated basis they turn $p_y$ into $p_x$ with amplitude $(ad)^2=2\times10^{-4}$. The linear response calculated above is unaffected, because field and current lie along the same axis and only $D_x$ enters.

## Beside real germanium

The lattice constant and the direct gap are close to those of germanium, but its measured permittivity is roughly 16, far above both model values. Including the dipoles has moved the result away from the measured one. The zone-centre element shows one reason for caution. Symmetry fixes both states in this minimal basis, so the momentum can be summed directly over free-atom 4s and 4p orbitals on the lattice, overlaps included. In the def2-TZVP basis the result is 0.81 eV nm, 17% above the 0.69 eV nm obtained with on-site dipoles and nearer to the 0.75 eV nm from $\partial_kH$. This estimate is itself limited: it shifts by about 2% between common atomic basis sets, and the orbitals are not made orthogonal to neighbouring cores, which would raise it by a further 6 to 8%. Spin–orbit splitting, roughly 0.3 eV, would reduce the gap by about 0.1 eV and, with the orbitals held fixed, change (6) by about 1%. Real germanium also has a lower, indirect gap, whose phonon-assisted absorption is absent here.

Agreement of $\partial_kH$ with a measured spectrum is therefore no evidence that it is complete: an omitted atomic term and omitted two-centre dipoles can offset each other. The sound remedy is to take the whole position matrix from the orbitals that define $H$, and to use it in both the linear and the quadratic coupling. Since $D$ then depends on $k$, applying $\partial_k-i[D,\cdot\,]$ twice adds the term $-i[\partial_kD,H]$ to (3). Being a commutator with $H$, it has no diagonal elements between band states and leaves (4) unchanged.
